# Depth-one Anderson mixing in one dimension: the secant method and its order: test program

```python
"""Depth-one Anderson mixing on a scalar equation x = g(x) is the secant method.

Result under test: with residual f(x) = g(x) - x, the Anderson step
  x_new = (1-theta)*x_k + theta*x_(k-1) + beta*[(1-theta)*f_k + theta*f_(k-1)],
theta minimising the norm of the bracket, equals the secant step for every beta.
For g = cos the errors e_k = x_k - x_star obey e_(k+1) = C_k*e_k*e_(k-1), with
C_k -> C = x_star/(2*(1+sin(x_star))), and the order is phi = (1+sqrt(5))/2.
beta: mixing parameter; theta: weight of the older point. All dimensionless.
"""
import math
import numpy as np
from mpmath import mp, mpf
from scipy.optimize import minimize_scalar

mp.dps = 600
LAST = 13  # index of the last iterate; its error is still far above rounding


def anderson_step(x_old, x_now, g, beta):
    """General depth-one step for vectors (lists), theta from least squares."""
    f_old = [a - b for a, b in zip(g(x_old), x_old)]
    f_now = [a - b for a, b in zip(g(x_now), x_now)]
    diff = [a - b for a, b in zip(f_now, f_old)]
    theta = sum(a * b for a, b in zip(f_now, diff)) / sum(a * a for a in diff)
    residual = [(1 - theta) * a + theta * b for a, b in zip(f_now, f_old)]
    x_new = [(1 - theta) * a + theta * b + beta * r
             for a, b, r in zip(x_now, x_old, residual)]
    return x_new, theta, residual


def cos_map(x):
    return [mp.cos(x[0])]


def anderson_run(x0, x1, beta):
    xs = [mpf(x0), mpf(x1)]
    while len(xs) <= LAST:
        xs.append(anderson_step([xs[-2]], [xs[-1]], cos_map, beta)[0][0])
    return xs


def secant_run(x0, x1):
    xs = [mpf(x0), mpf(x1)]
    while len(xs) <= LAST:
        a, b = xs[-2], xs[-1]
        fa, fb = mp.cos(a) - a, mp.cos(b) - b
        xs.append(b - fb * (b - a) / (fb - fa))
    return xs


def order_estimate(err, k):
    return mp.log(abs(err[k + 1] / err[k])) / mp.log(abs(err[k] / err[k - 1]))


def steps_to(err, tol):
    return next(k for k, e in enumerate(err) if abs(e) < tol)


# Reference root by Newton iteration, certified by a sign change
root = mpf("0.7")
for _ in range(14):
    root -= (root - mp.cos(root)) / (1 + mp.sin(root))
width = mpf(10) ** -590
assert mp.cos(root - width) > root - width
assert mp.cos(root + width) < root + width
phi = (1 + mp.sqrt(5)) / 2
C = root / (2 * (1 + mp.sin(root)))
K = C ** (phi - 1)
print("root x_star =", mp.nstr(root, 12))
print("sin(x_star) =", mp.nstr(mp.sin(root), 8))
print("golden ratio phi =", mp.nstr(phi, 10))
print("predicted C =", mp.nstr(C, 8))
print("predicted C^(phi-1) =", mp.nstr(K, 8))

# First accelerated step, with theta also found by direct minimisation
f0, f1 = 1.0, math.cos(1.0) - 1.0
direct = minimize_scalar(lambda t: ((1 - t) * f1 + t * f0) ** 2)
x2, theta, res = anderson_step([mpf(0)], [mpf(1)], cos_map, mpf(1))
assert abs(direct.x - f1 / (f1 - f0)) < 1e-6
assert abs(direct.x - float(theta)) < 1e-6
assert abs(res[0]) < mpf(10) ** -590
print(f"first step: f_0 = {f0:.8f}, f_1 = {f1:.8f}")
print("first step: theta =", mp.nstr(theta, 8), " x_2 =", mp.nstr(x2[0], 10))

# Same two starting points: every beta must reproduce the secant iterates
secant = secant_run(0, 1)
for beta in ("-2", "0.3", "1", "5"):
    run = anderson_run(0, 1, mpf(beta))
    gap = max(abs(a - b) for a, b in zip(run, secant))
    assert gap < mpf(10) ** -580
    print(f"beta = {beta}: largest |Anderson - secant| =", mp.nstr(gap, 2))

# Error table for x_0 = 0, beta = 1
xs = anderson_run(0, 1, mpf(1))
err = [x - root for x in xs]
print("k, x_k, e_k:")
for k in range(LAST + 1):
    print(f"{k:2d}  {mp.nstr(xs[k], 12):16s} {mp.nstr(err[k], 5)}")
print("k, C_k, order estimate q_k, |e_(k+1)|/|e_k|^phi:")
for k in range(1, LAST):
    ck = err[k + 1] / (err[k] * err[k - 1])
    ratio = abs(err[k + 1]) / abs(err[k]) ** phi
    q = order_estimate(err, k)
    print(f"{k:2d}  {float(ck):.7f}  {float(q):.7f}  {float(ratio):.7f}")
assert abs(ck - C) < mpf(10) ** -50
assert abs(q - phi) < 1e-4
assert abs(ratio / K - 1) < 0.01

# Deviation d_k = z_(k+1) - phi*z_k must shrink by the factor -1/phi
z = [mp.log(C * abs(e)) for e in err]
d = [z[k + 1] - phi * z[k] for k in range(LAST)]
shrink = d[-1] / d[-2]
assert abs(shrink + 1 / phi) < 1e-10
print("last ratio d_k/d_(k-1) =", mp.nstr(shrink, 10))

# Bound 0 < C_k <= 1/2 for pairs of points in [0, 2*x_star]
r = float(root)
grid = np.linspace(0.0, 2 * r, 40)  # even count: the root is not a grid point
a, b = np.meshgrid(grid, grid)
keep = a != b
a, b = a[keep], b[keep]
fa, fb = np.cos(a) - a, np.cos(b) - b
factors = (b - fb * (b - a) / (fb - fa) - r) / ((a - r) * (b - r))
assert factors.min() > 0 and factors.max() <= 0.5
print(f"C_k over pairs in [0, 2 x_star]: {factors.min():.4f} to "
      f"{factors.max():.4f}")

# Each beta now makes its own x_1 = x_0 + beta*f_0, from x_0 = 0
for beta in ("0.2", "0.5", "1.0"):
    run_err = [x - root for x in anderson_run(0, mpf(beta), mpf(beta))]
    q = order_estimate(run_err, LAST - 1)
    assert abs(q - phi) < 1e-4
    print(f"own start, beta = {beta}: x_2 = {mp.nstr(run_err[2] + root, 8)}, "
          f"last q = {float(q):.7f}, first k with |e_k|<1e-12: "
          f"{steps_to(run_err, 1e-12)}")

# Plain iteration x -> cos x: linear convergence
plain = [mpf(0)]
for _ in range(120):
    plain.append(mp.cos(plain[-1]))
plain_err = [x - root for x in plain]
factor = plain_err[-1] / plain_err[-2]
assert abs(factor + mp.sin(root)) < 1e-12
print("plain iteration: error factor =", mp.nstr(factor, 8),
      " first k with |e_k|<1e-12:", steps_to(plain_err, 1e-12))


# Two components: the least residual is not zero and beta matters
def plane_map(v):
    return [mp.cos(v[1]), mp.sin(v[0]) / 2]


old, now = [mpf(0), mpf(0)], [mpf(1), mpf("0.5")]
v_a, _, res2 = anderson_step(old, now, plane_map, mpf("0.3"))
v_b, _, _ = anderson_step(old, now, plane_map, mpf(1))
least = mp.sqrt(sum(c * c for c in res2))
shift = mp.sqrt(sum((p - q) ** 2 for p, q in zip(v_a, v_b)))
assert least > 0.01 and shift > 0.01
print("map (x,y)->(cos y, sin(x)/2), starts (0,0) and (1,0.5):")
print("  least residual norm =", mp.nstr(least, 6))
print("  new point, beta=0.3:", mp.nstr(v_a[0], 6), mp.nstr(v_a[1], 6))
print("  new point, beta=1.0:", mp.nstr(v_b[0], 6), mp.nstr(v_b[1], 6))
print("OK")
```

Running it gives:

```
root x_star = 0.739085133215
sin(x_star) = 0.67361203
golden ratio phi = 1.618033989
predicted C = 0.2208054
predicted C^(phi-1) = 0.39316576
first step: f_0 = 1.00000000, f_1 = -0.45969769
first step: theta = 0.31492664  x_2 = 0.6850733573
beta = -2: largest |Anderson - secant| = 2.8e-601
beta = 0.3: largest |Anderson - secant| = 1.4e-601
beta = 1: largest |Anderson - secant| = 1.4e-601
beta = 5: largest |Anderson - secant| = 2.8e-601
k, x_k, e_k:
 0  0.0              -0.73909
 1  1.0              0.26091
 2  0.685073357326   -0.054012
 3  0.736298997614   -0.0027861
 4  0.739119361912   3.4229e-5
 5  0.739085112127   -2.1088e-8
 6  0.739085133215   -1.5938e-13
 7  0.739085133215   7.421e-22
 8  0.739085133215   -2.6115e-35
 9  0.739085133215   -4.2792e-57
10  0.739085133215   2.4675e-92
11  0.739085133215   -2.3315e-149
12  0.739085133215   -1.2703e-241
13  0.739085133215   6.5395e-391
k, C_k, order estimate q_k, |e_(k+1)|/|e_k|^phi:
 1  0.2800884  1.5126426  0.4749121
 2  0.1977038  1.8822612  0.3132413
 3  0.2274572  1.4839863  0.4660833
 4  0.2211243  1.6802791  0.3544356
 5  0.2208014  1.5953369  0.4191825
 6  0.2208054  1.6268253  0.3779004
 7  0.2208054  1.6146941  0.4029070
 8  0.2208054  1.6193123  0.3872635
 9  0.2208054  1.6175461  0.3968585
10  0.2208054  1.6182204  0.3909007
11  0.2208054  1.6179628  0.3945722
12  0.2208054  1.6180612  0.3922991
last ratio d_k/d_(k-1) = -0.6180339887
C_k over pairs in [0, 2 x_star]: 0.0850 to 0.4676
own start, beta = 0.2: x_2 = 0.90936611, last q = 1.6180001, first k with |e_k|<1e-12: 7
own start, beta = 0.5: x_2 = 0.8033194, last q = 1.6180510, first k with |e_k|<1e-12: 6
own start, beta = 1.0: x_2 = 0.68507336, last q = 1.6180612, first k with |e_k|<1e-12: 6
plain iteration: error factor = -0.67361203  first k with |e_k|<1e-12: 68
map (x,y)->(cos y, sin(x)/2), starts (0,0) and (1,0.5):
  least residual norm = 0.070444
  new point, beta=0.3: 0.888002 0.422176
  new point, beta=1.0: 0.891475 0.372987
OK
```
